# The GGA and meta-GGA exchange-correlation matrix on a molecular grid

**Setting.** Atomic units are used in the algebra, eV and ångström for numbers. The orbitals of spin $s=\alpha,\beta$ are expanded in $N$ real basis functions $\phi_\mu(\mathbf r)$ with overlap matrix $S$, and $P^s$ is the real spin density matrix. The fields that enter the functional are

$$\rho_s=\sum_{\mu\nu}P^s_{\mu\nu}\phi_\mu\phi_\nu,\qquad \sigma_{ss'}=\nabla\rho_s\cdot\nabla\rho_{s'},\qquad \tau_s=\tfrac12\sum_{\mu\nu}P^s_{\mu\nu}\nabla\phi_\mu\cdot\nabla\phi_\nu .$$

The factor $\tfrac12$ makes $\tau_s$ the positive kinetic energy density $\tfrac12\sum_i|\nabla\psi_{is}|^2$. The exchange-correlation energy is defined as a quadrature over $G$ points $\mathbf r_g$ with weights $w_g$,

$$E=\sum_g w_g\,f(\rho_\alpha,\rho_\beta,\sigma_{\alpha\alpha},\sigma_{\alpha\beta},\sigma_{\beta\beta},\tau_\alpha,\tau_\beta)\big|_{\mathbf r_g},$$

where $f$ is an energy per volume. A generalized gradient approximation (GGA) has no $\tau$ arguments; a $\tau$-dependent meta-GGA has them. Three assumptions hold throughout: points and weights do not depend on $P^s$, the nuclei are fixed, and $f$ is differentiable at the field values met on the grid. Subscripts on $f$ denote partial derivatives, and $\bar s$ is the spin opposite to $s$.

## (a) Which matrix enters the self-consistent equations?

*The total energy is $E_{\rm tot}=\sum_s{\rm Tr}\,P^sh+\tfrac12\sum_{\mu\nu\lambda\kappa} P_{\mu\nu}P_{\lambda\kappa}(\mu\nu|\lambda\kappa)+E+E_{\rm nuc}$ with $P=P^\alpha+P^\beta$. Make it stationary under variation of orthonormal occupied orbitals, identify the exchange-correlation part of the Fock matrix, and state what a derivative with respect to an element of a symmetric matrix means.*

**Solution.** The sums defining the fields make sense for any square matrix $P^s$, so all $N^2$ elements can be treated as independent variables. Define

$$V^s_{\mu\nu}=\frac{\partial E}{\partial P^s_{\mu\nu}},\qquad dE=\sum_s\sum_{\mu\nu}V^s_{\mu\nu}\,dP^s_{\mu\nu}.$$

Both $\phi_\mu\phi_\nu$ and $\nabla\phi_\mu\cdot\nabla\phi_\nu$ are symmetric in $\mu\nu$. An antisymmetric matrix $A$ gives $\sum A_{\mu\nu}\phi_\mu\phi_\nu=-\sum A_{\nu\mu}\phi_\nu\phi_\mu$, a number equal to its own negative, hence zero, and the same holds for $\tau_s$. The energy sees the symmetric part of $P^s$ alone. Changing $P_{\mu\nu}$ by $\epsilon$ and $P_{\nu\mu}$ by $-\epsilon$ leaves $E$ unchanged, so $V^s_{\mu\nu}=V^s_{\nu\mu}$. A symmetric change that raises both elements by $\epsilon$, with $\mu\neq\nu$, changes $E$ by $2V^s_{\mu\nu}\epsilon$ to first order.

Differentiating the Coulomb term gives two contributions, equal because $(\mu\nu|\lambda\kappa)=(\lambda\kappa|\mu\nu)$, which cancel the $\tfrac12$. With $J_{\mu\nu}=\sum_{\lambda\kappa}(\mu\nu|\lambda\kappa)P_{\lambda\kappa}$,

$$F^s\equiv\frac{\partial E_{\rm tot}}{\partial P^s}=h+J+V^s .$$

Write $P^s=CC^{T}$, with the occupied coefficient vectors as the columns of $C$. Then $dP^s=dC\,C^T+C\,dC^T$, and since $F^s$ is symmetric the two terms contribute equally: $dE_{\rm tot}=2\,{\rm Tr}(dC^TF^sC)$. The constraint $C^TSC=1$ is imposed with a symmetric multiplier matrix $\varepsilon$, and the variation of ${\rm Tr}\,\varepsilon(C^TSC-1)$ is $2\,{\rm Tr}(dC^TSC\varepsilon)$. Equating the two for arbitrary $dC$ gives

$$F^sC=SC\varepsilon .$$

Multiplying from the right by $C^TS$ yields $F^sP^sS=SC\varepsilon C^TS$. The right side is symmetric, so it equals the transpose of the left side, and $F^sP^sS-SP^sF^s=0$ at a stationary point. The matrix to be built is therefore $\partial E/\partial P^s$. The orbitals were varied freely, with no requirement that they come from a common local potential. For a $\tau$-dependent functional this is the generalized Kohn–Sham scheme, and part (e) shows what that implies.

## (b) The matrix element

*Compute $V^s_{\mu\nu}$ and determine the highest derivative of a basis function that it requires.*

**Solution.** The quantities $\rho_s$, $\nabla\rho_s$ and $\tau_s$ are linear in $P^s$, so their derivatives are the coefficients of $P^s_{\mu\nu}$:

$$\frac{\partial\rho_s}{\partial P^s_{\mu\nu}}=\phi_\mu\phi_\nu,\qquad \frac{\partial\nabla\rho_s}{\partial P^s_{\mu\nu}}=\nabla(\phi_\mu\phi_\nu)=\phi_\mu\nabla\phi_\nu+\phi_\nu\nabla\phi_\mu,\qquad \frac{\partial\tau_s}{\partial P^s_{\mu\nu}}=\tfrac12\nabla\phi_\mu\cdot\nabla\phi_\nu .$$

The fields of spin $\bar s$ do not depend on $P^s$. Of the three invariants $\sigma$, two respond. In $\sigma_{ss}$ both factors vary, in $\sigma_{\alpha\beta}$ one does:

$$\frac{\partial\sigma_{ss}}{\partial P^s_{\mu\nu}}=2\nabla\rho_s\cdot\nabla(\phi_\mu\phi_\nu),\qquad \frac{\partial\sigma_{\alpha\beta}}{\partial P^s_{\mu\nu}}=\nabla\rho_{\bar s}\cdot\nabla(\phi_\mu\phi_\nu).$$

Because the weights are constants, the derivative passes through the sum over points, and the chain rule applies to $f$ at each point:

$$V^s_{\mu\nu}=\sum_gw_g\Big[f_{\rho_s}\phi_\mu\phi_\nu+\big(2f_{\sigma_{ss}}\nabla\rho_s+f_{\sigma_{\alpha\beta}}\nabla\rho_{\bar s}\big)\cdot\nabla(\phi_\mu\phi_\nu)+\tfrac12f_{\tau_s}\nabla\phi_\mu\cdot\nabla\phi_\nu\Big].$$

Naming the three coefficient fields

$$a_s=f_{\rho_s},\qquad \mathbf b_s=2f_{\sigma_{ss}}\nabla\rho_s+f_{\sigma_{\alpha\beta}}\nabla\rho_{\bar s},\qquad t_s=f_{\tau_s},$$

the result is

$$V^s_{\mu\nu}=\sum_gw_g\Big[a_s\,\phi_\mu\phi_\nu+\mathbf b_s\cdot(\phi_\mu\nabla\phi_\nu+\phi_\nu\nabla\phi_\mu)+\tfrac12t_s\,\nabla\phi_\mu\cdot\nabla\phi_\nu\Big].$$

The coefficients need $\rho_s,\nabla\rho_s,\tau_s$ and first derivatives of $f$; these fields and the bracket need $\phi$ and $\nabla\phi$. No second derivative appears. Setting $t_s=0$ gives the GGA matrix, and setting also $\mathbf b_s=0$ gives the local density approximation.

No integration by parts was used, and no property of the grid except its independence of $P^s$. The matrix is thus the derivative of the grid energy however poorly the grid integrates. The numerical check tests this on a coarse grid of 3672 points for a spin-polarized water density matrix, against central differences of $E$ along random symmetric directions and along single, paired and antisymmetric element changes. The largest absolute deviation is $6.3\times10^{-9}$ eV for PBE and $1.6\times10^{-8}$ eV for r²SCAN. That test gives all orbitals a positive occupation $n_i$. The Cauchy–Schwarz inequality applied to $\nabla\rho_s=2\sum_in_i\psi_i\nabla\psi_i$ then gives $|\nabla\rho_s|^2\le4\rho_s\cdot2\tau_s$, that is $\tau_s\ge\tau_W=|\nabla\rho_s|^2/8\rho_s$, and a small step in either direction keeps the fields in this physical domain.

The restriction to first derivatives fails when $f$ depends on second derivatives of the density or when the nuclei move. If $f$ depends on $\nabla^2\rho_s$, the chain rule adds $f_{\nabla^2\rho_s}(\phi_\mu\nabla^2\phi_\nu+2\nabla\phi_\mu\cdot\nabla\phi_\nu+\phi_\nu\nabla^2\phi_\mu)$. If the nuclei move, a function centred at $\mathbf R$ obeys $\partial\phi/\partial R_k=-\partial_k\phi$, so the change of $\nabla\rho$ and $\tau$ contains $\partial_j\partial_k\phi$.

## (c) Closed shell and normalization

*Reduce the result for $P^\alpha=P^\beta=P/2$ to the total fields $\rho$, $\sigma=|\nabla\rho|^2$, $\tau$. Then find what the formula gives, in the limit of an accurate grid, for the artificial choices $a=1$, $t=1$ and $\mathbf b=\mathbf r$, each with the other two coefficients zero.*

**Solution.** For equal spins $\rho_s=\rho/2$, $\tau_s=\tau/2$, and each $\sigma_{ss'}=\sigma/4$. Define

$$\bar f(\rho,\sigma,\tau)=f(\tfrac\rho2,\tfrac\rho2,\tfrac\sigma4,\tfrac\sigma4,\tfrac\sigma4,\tfrac\tau2,\tfrac\tau2).$$

The functional is symmetric under exchange of spin labels, so at this point $f_{\rho_\alpha}=f_{\rho_\beta}$, $f_{\sigma_{\alpha\alpha}}=f_{\sigma_{\beta\beta}}$, $f_{\tau_\alpha}=f_{\tau_\beta}$. The chain rule gives

$$\bar f_\rho=\tfrac12(f_{\rho_\alpha}+f_{\rho_\beta})=a_\alpha,\qquad \bar f_\tau=t_\alpha,\qquad \bar f_\sigma=\tfrac14(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}}).$$

Inserting $\nabla\rho_s=\nabla\rho/2$ in the definition of $\mathbf b_\alpha$,

$$\mathbf b_\alpha=\tfrac12(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}})\nabla\rho=2\bar f_\sigma\nabla\rho .$$

The closed-shell matrix $V=V^\alpha=V^\beta$ is the formula of part (b) with $a=\bar f_\rho$, $\mathbf b=2\bar f_\sigma\nabla\rho$, $t=\bar f_\tau$. It is also $\partial E/\partial P$ for the total density matrix, since $dP^s=dP/2$ gives $\tfrac12(V^\alpha+V^\beta)$. From here on the bar and the spin label are dropped.

For $a=1$ the sum tends to $\int\phi_\mu\phi_\nu=S_{\mu\nu}$. For $t=1$ it tends to $\tfrac12\int\nabla\phi_\mu\cdot\nabla\phi_\nu=-\tfrac12\int\phi_\mu\nabla^2\phi_\nu=T_{\mu\nu}$, the kinetic energy matrix, the surface term vanishing because Gaussians decay. For $\mathbf b=\mathbf r$, the identity $\nabla\cdot(\mathbf r\,u)=3u+\mathbf r\cdot\nabla u$ with $u=\phi_\mu\phi_\nu$ integrates to zero, so the sum tends to $-3S_{\mu\nu}$. These cases fix the factor and sign of each term against analytic integrals. On the grid of 43760 points the largest absolute errors are $4.4\times10^{-7}$, $1.0\times10^{-4}$ eV and $6.1\times10^{-6}$. The second case gives $t$ its meaning: a constant $t$ multiplies the kinetic matrix in $F$ by $1+t$.

## (d) The operator form

*Rewrite the continuum limit of $V_{\mu\nu}$ as $\int\phi_\mu\,\hat v\,\phi_\nu$. Which derivatives does $\hat v$ need, and how does the quadrature of this form differ from part (b)?*

**Solution.** Assume $\mathbf b$ and $t$ are continuously differentiable in space. Two product rules hold at every point:

$$\mathbf b\cdot\nabla(\phi_\mu\phi_\nu)=\nabla\cdot(\mathbf b\,\phi_\mu\phi_\nu)-\phi_\mu\phi_\nu\nabla\cdot\mathbf b,$$

$$t\,\nabla\phi_\mu\cdot\nabla\phi_\nu=\nabla\cdot(t\,\phi_\mu\nabla\phi_\nu)-\phi_\mu\nabla\cdot(t\nabla\phi_\nu).$$

In an integral over all space the total divergences vanish for decaying functions, which leaves

$$\hat v=a-(\nabla\cdot\mathbf b)-\tfrac12\nabla\cdot t\nabla .$$

In the second term the divergence acts on $\mathbf b$ alone and yields a function of position; in the third it acts on everything to its right. If $\mathbf b$ or $t$ jumps across a surface, the divergences acquire surface terms and this form is incomplete, whereas part (b) is unaffected.

Evaluating $\hat v$ needs

$$\nabla\cdot\mathbf b=2f_\sigma\nabla^2\rho+2\nabla f_\sigma\cdot\nabla\rho,\qquad \nabla f_\sigma=f_{\sigma\rho}\nabla\rho+f_{\sigma\sigma}\nabla\sigma+f_{\sigma\tau}\nabla\tau,$$

with $\partial_k\sigma=2\sum_j\partial_j\rho\,\partial_k\partial_j\rho$ and, for symmetric $P$, $\partial_k\tau=\sum_{\mu\nu}P_{\mu\nu}\sum_j\partial_j\phi_\mu\,\partial_k\partial_j\phi_\nu$. The third term is $-\tfrac12(\nabla t\cdot\nabla\phi_\nu+t\nabla^2\phi_\nu)$, with $\nabla t$ expanded like $\nabla f_\sigma$. Second derivatives of both $f$ and $\phi$ are required.

On a grid the divergences do not drop out. Let $\tilde V_{\mu\nu}=\sum_gw_g\phi_\mu\hat v\phi_\nu$. Summing the product rules with weights,

$$V_{\mu\nu}-\tilde V_{\mu\nu}=\sum_gw_g\nabla\cdot\big(\mathbf b\,\phi_\mu\phi_\nu+\tfrac12t\,\phi_\mu\nabla\phi_\nu\big),$$

the quadrature of an integrand whose true integral is zero. Since $V$ is the derivative of $E$, $\tilde V$ misses it by this amount. Subtracting the transposed equation, with $V$ and the $\mathbf b$ term symmetric,

$$\tilde V_{\mu\nu}-\tilde V_{\nu\mu}=-\tfrac12\sum_gw_g\nabla\cdot\big[t(\phi_\mu\nabla\phi_\nu-\phi_\nu\nabla\phi_\mu)\big],$$

so the $\tau$ part of $\tilde V$ is symmetric only to within the quadrature error.

For r²SCAN water the largest element of the difference in the $\sigma$ part is 0.97, 0.19 and 0.037 eV on grids of 3672, 9792 and 43760 points; in the $\tau$ part it is 1.4, 0.35 and 0.058 eV, and the asymmetry is 0.84, 0.26 and 0.030 eV. On the finest grid the differences are $0.037/12.6\approx0.3\%$ and $0.058/7.78\approx0.7\%$ of the largest element of the respective part. The program obtains $\nabla\cdot\mathbf b$ and $\nabla t$ by spatial finite differences, whose own error is included in these figures and not separated out.

## (e) Is the operator a local potential?

*Decide for each term whether it can be written as $\int u(\mathbf r)\phi_\mu\phi_\nu$ with one function $u$ for all pairs. Use concentric functions $e^{-pr^2}$ and $e^{-qr^2}$.*

**Solution.** If such a $u$ exists, two pairs with the same product $\phi_\mu\phi_\nu$ have the same matrix element. The $a$ term has this form with $u=a$, and the $\mathbf b$ term with $u=-\nabla\cdot\mathbf b$ by part (d). A GGA therefore gives a multiplicative potential.

For the Gaussians the product $e^{-(p+q)r^2}$ depends on $p+q$ alone. The gradients are $-2p\,\mathbf r\,e^{-pr^2}$ and $-2q\,\mathbf r\,e^{-qr^2}$, so the $\tau$ term is

$$\tfrac12\sum_gw_g\,t\;4pq\,r^2e^{-(p+q)r^2}=2pq\sum_gw_g\,t\,r^2e^{-(p+q)r^2}.$$

At fixed $p+q$ it is proportional to $pq$. Unless the remaining sum vanishes, equal products give unequal elements and no $u$ exists. The program evaluates this with the $a,\mathbf b,t$ of water and Gaussians on the oxygen nucleus, exponents $(2,2)$ and $(1,3)$ Å$^{-2}$, each element divided by the integral of the product. The $\rho$ and $\sigma$ parts are $-23.778$ and $-1.616$ eV for both pairs. The $\tau$ parts are 1.185 and 0.889 eV, in the ratio $(1\cdot3)/(2\cdot2)=0.75$. The sum does not vanish here, so the operator of this functional is not multiplicative, and the eigenvalues of $F$ are generalized Kohn–Sham eigenvalues. The statement concerns the operator on all functions; it does not exclude a local function that reproduces the matrix in one finite basis.

## (f) Matrix multiplications

*With $G\times N$ arrays $\Phi_{g\mu}=\phi_\mu(\mathbf r_g)$ and $(\Phi_k)_{g\mu}=\partial_k\phi_\mu(\mathbf r_g)$, $k=x,y,z$, express the fields and $V$ through matrix products and count them.*

**Solution.** Let $X=\Phi P$, so $X_{g\nu}=\sum_\mu\Phi_{g\mu}P_{\mu\nu}$, and let ${\rm rs}(A\circ B)_g=\sum_\nu A_{g\nu}B_{g\nu}$ be the row sum of an elementwise product. Then

$$\rho_g=\sum_\nu\Big(\sum_\mu\Phi_{g\mu}P_{\mu\nu}\Big)\Phi_{g\nu}={\rm rs}(X\circ\Phi)_g .$$

The gradient has the terms $\sum P_{\mu\nu}\phi_\mu\partial_k\phi_\nu$ and $\sum P_{\mu\nu}\phi_\nu\partial_k\phi_\mu$. Renaming $\mu\leftrightarrow\nu$ in the second and using $P_{\nu\mu}=P_{\mu\nu}$ turns it into the first, so

$$\partial_k\rho=2\,{\rm rs}(X\circ\Phi_k),\qquad \tau=\tfrac12\sum_k{\rm rs}\big((\Phi_kP)\circ\Phi_k\big).$$

The gradient reuses $X$; in $\tau$ both functions carry a derivative, and three new products $\Phi_kP$ appear. The formula for $\partial_k\rho$ requires symmetric $P$, and any other matrix must be symmetrized first.

For $V$, write the bracket of part (b) as a term plus its $\mu\leftrightarrow\nu$ image. The two symmetric terms are split in halves, and the $\mathbf b$ term already consists of such a pair:

$$V=M+M^T,\qquad M_{\mu\nu}=\sum_gw_g\Big[\tfrac12a\,\phi_\mu\phi_\nu+\phi_\mu\,\mathbf b\cdot\nabla\phi_\nu+\tfrac14t\,\nabla\phi_\mu\cdot\nabla\phi_\nu\Big].$$

The first two terms share the left factor $\phi_\mu$. Collect their right factors in

$$Z={\rm diag}(\tfrac12wa)\,\Phi+\sum_k{\rm diag}(wb_k)\,\Phi_k,$$

where multiplication by a diagonal matrix scales each row $g$ by a number. The sum over $g$ is then the inner index of a product:

$$M=\Phi^TZ+\sum_k\Phi_k^T\,{\rm diag}(\tfrac14wt)\,\Phi_k .$$

Stacking $\Phi,\Phi_x,\Phi_y,\Phi_z$ into one $4G\times N$ array $L$, and $Z$ with the three scaled $\Phi_k$ into $R$, gives $M=L^TR$. The matrix $V=M+M^T$ is symmetric by construction on every grid.

With dense arrays, each product of a $G\times N$ with an $N\times N$ matrix, or of an $N\times G$ with a $G\times N$ matrix, takes $GN^2$ multiplications and, to leading order, as many additions, while scalings and row sums cost order $GN$. Per density matrix a GGA needs $\Phi P$ and $\Phi^TZ$, two products. The meta-GGA adds three for $\tau$ and three for $M$, eight in all. The coefficients at point $g$ depend on row $g$ alone and $M$ is a sum over rows, so the grid can be processed in batches whose matrices are added. The program asserts that the product form equals the element-by-element sum, the batched sum and the matrix of PySCF.

## (g) The energy and the trace

*Can $E$ be recovered as ${\rm Tr}\,PV$?*

**Solution.** Contracting part (b) with $P$ and using the definitions of the fields,

$${\rm Tr}\,PV=\sum_gw_g\,(a\rho+\mathbf b\cdot\nabla\rho+t\tau)=\sum_gw_g\,(\rho f_\rho+2\sigma f_\sigma+\tau f_\tau).$$

By part (a) with $dP=P\,d\lambda$, this is $dE(\lambda P)/d\lambda$ at $\lambda=1$. If $E$ is homogeneous of degree $n$ in $P$, the trace is $nE$: local exchange, $f\propto\rho^{4/3}$, gives $E(\lambda P)=\lambda^{4/3}E$ and ${\rm Tr}\,PV=\tfrac43E$. A functional without such homogeneity has no fixed ratio, so $E$ is summed from $f$ separately.

## (h) Water with r²SCAN

*Take water with $r_{\rm OH}=0.96$ Å and angle $104.5^\circ$, r²SCAN in the def2-SVP basis ($N=24$), on a pruned grid of 75 radial and 302 angular points per atom (43760 points). Evaluate the coefficients at the O–H midpoint, the trace, and the response of $E$ to mixing the occupied $3a_1$ orbital with the empty $4a_1$ orbital.*

**Solution.** At the midpoint the self-consistent density gives $\rho=3.6825$ Å$^{-3}$, $|\nabla\rho|=8.8376$ Å$^{-4}$ and $\tau=105.59$ eV Å$^{-3}$. The lower bound of part (b), summed over two equal spins, keeps the form $|\nabla\rho|^2/8\rho$. It carries the unit $\hbar^2/m=27.2114\times0.529177^2=7.620$ eV Å$^2$:

$$\tau_W=7.620\times\frac{8.8376^2}{8\times3.6825}=20.20\ \text{eV Å}^{-3},$$

below $\tau$ as required. The functional returns $a=-26.679$ eV, $f_\sigma=-0.007760$ eV Å$^5$ and $t=0.03714$, dimensionless because $f$ and $\tau$ are both energy densities. Then $|\mathbf b|=2\times0.007760\times8.8376=0.1372$ eV Å, and $\mathbf b$ points against $\nabla\rho$ because $f_\sigma<0$. The three terms of the trace integrand at this point are $a\rho=-26.679\times3.6825=-98.25$, $\mathbf b\cdot\nabla\rho=-0.13715\times8.8376=-1.21$ and $t\tau=0.03714\times105.59=3.92$, in eV Å$^{-3}$.

Over the whole grid $\rho$ integrates to 10.000000 electrons and $\tau$ to 2063.2131 eV, against the analytic ${\rm Tr}\,PT=2063.2132$ eV. The energy is $E=-253.483$ eV ($-9.31532$ hartree). The trace is

$${\rm Tr}\,PV=-334.252-38.210+29.759=-342.703\ \text{eV},$$

equal to the finite-difference value of $dE(\lambda P)/d\lambda$, and ${\rm Tr}\,PV/E=1.352$. The total energy assembled as in part (a) is $-2076.701$ eV ($-76.31735$ hartree), the same as that of PySCF. The Fock matrix built from the derived $V$ has its highest occupied level ($1b_1$) at $-6.78$ eV and lowest empty level ($4a_1$) at 1.88 eV, values of this functional in this basis. For $1b_1$ the expectation value of $V$ is $-20.836-1.595+1.994=-20.437$ eV, the $\tau$ part exceeding the $\sigma$ part in size and opposing it in sign.

For the mixing, $P=2\sum_jc_jc_j^T$ and $c_i\to c_i\cos\theta+c_a\sin\theta$, which preserves orthonormality. At $\theta=0$, $dc_i/d\theta=c_a$, so $dP/d\theta=2(c_ac_i^T+c_ic_a^T)$ and

$$\frac{dE}{d\theta}={\rm Tr}\Big(V\frac{dP}{d\theta}\Big)=2(V_{ia}+V_{ai})=4V_{ia},\qquad V_{ia}=c_i^TVc_a .$$

The overall sign follows the arbitrary signs of the two orbitals. The parts are $V_{ia}=-2.5198+0.1653+0.2089=-2.1456$ eV; the sum to one more digit, $-2.14565$ eV, gives $4V_{ia}=-8.583$ eV/rad. The central difference of $E(\theta)$, computed from values of $f$ with no derivative, is $-8.583$ eV/rad. Dropping the $\tau$ term gives $-9.418$ eV/rad, in error by $4\times0.20885=0.835$ eV/rad, about 10% of the true slope. The stationarity condition of part (a) shows the same dependence: the largest element of $FPS-SPF$ is $2.5\times10^{-6}$ eV with the full matrix and 2.195 eV when the $\tau$ term is removed from $F$ at the same density matrix.

## Values computed for the example and the checks

```
water r2SCAN/def2-SVP, r(OH) = 0.96 A, angle = 104.5 deg, N = 24 functions
grid points (radial,angular): (20, 50): 3672, (40, 110): 9792, (75, 302): 43760
1 hartree: 27.211386 eV
1 bohr: 0.529177 A
midpoint rho: 3.68247 A^-3
midpoint |grad rho|: 8.83757 A^-4
midpoint tau: 105.588 eV A^-3
midpoint tau_W: 20.202 eV A^-3
midpoint a = f_rho: -26.67925 eV
midpoint f_sigma: -0.007760 eV A^5
midpoint |b|: 0.13715 eV A
midpoint t = f_tau: 0.037144
electrons on grid: 10.000000
grid integral of tau: 2063.2131 eV
analytic Tr PT: 2063.2132 eV
max errors: a=1 vs S 4.4e-07, t=1 vs T 1.0e-04 eV, b=r vs -3S 6.1e-06
E_xc: -253.48281 eV = -9.315321 hartree
E_total rebuilt: -2076.7009 eV = -76.317351 hartree
E_total PySCF: -2076.7009 eV
Tr PV: -342.70334 eV
dE(lambda P)/dlambda, finite diff: -342.70334 eV
Tr PV parts rho, sigma, tau: -334.25165, -38.21032, 29.75862 eV
Tr PV / E_xc: 1.35198
max |V| parts rho, sigma, tau: 85.110, 12.615, 7.781 eV
HOMO 1b1: -6.7765 eV
LUMO 4a1: 1.8767 eV
<1b1|V|1b1> rho, sigma, tau, sum: -20.83602, -1.59502, 1.99387, -20.43717 eV
<3a1|V|4a1> rho, sigma, tau, sum: -2.51983, 0.16534, 0.20885, -2.14565 eV
4 V_ia: -8.58259 eV/rad
dE_xc/dtheta, finite diff: -8.58259 eV/rad
4 V_ia without tau part: -9.41800 eV/rad
max |FPS-SPF|: full 2.5e-06 eV, tau part dropped 2.195 eV
open-shell finite-diff error, coarse grid: PBE 6.3e-09, r2SCAN 1.6e-08 eV
pair (2,2) A^-2 rho, sigma, tau: -23.77767, -1.61612, 1.18495 eV
pair (1,3) A^-2 rho, sigma, tau: -23.77767, -1.61612, 0.88871 eV
tau ratio (1,3)/(2,2): 0.750000
strong-weak (20, 50): sigma 9.7e-01, tau 1.4e+00, tau asymmetry 8.4e-01 eV
strong-weak (40, 110): sigma 1.9e-01, tau 3.5e-01, tau asymmetry 2.6e-01 eV
strong-weak (75, 302): sigma 3.7e-02, tau 5.8e-02, tau asymmetry 3.0e-02 eV
```
